# Cartesian displacement characters and the vibrational symmetries of octahedral SF6

Consider a molecule of $n$ atoms whose equilibrium positions are $\mathbf r_a$, $a=1,\dots,n$, measured from the centre of mass. A displacement of the molecule is a set of $n$ small vectors $\mathbf u_a$, and so a point in a real space of $3n$ dimensions. A symmetry operation $g$ is represented by a real orthogonal $3\times3$ matrix $R$ that carries each equilibrium position to that of an atom of the same element and the same mass, so that different isotopes count as different atoms. Operations act on the displacements, while the coordinate axes stay fixed. The character $\chi(g)$ of a representation is the trace of the matrix that represents $g$.

An operation is proper if $\det R=+1$ and improper if $\det R=-1$. An improper operation is described here as a rotation by $\theta$ about an axis followed by reflection in the plane perpendicular to that axis. With this convention a mirror reflection has $\theta=0$, and inversion has $\theta=180^\circ$. Where a double sign appears below, the upper sign refers to proper and the lower to improper operations.

These descriptions cover every orthogonal $R$. If $\det R=1$, then

$$
\det(R-1)=\det(R-RR^T)=\det R\,\det(1-R^T)=\det(1-R)=-\det(R-1),
$$

where the last step holds because the matrix has three rows. Hence $\det(R-1)=0$, and there is a unit vector $\mathbf n$ with $R\mathbf n=\mathbf n$. If $\det R=-1$, the same argument applied to $-R$ gives $R\mathbf n=-\mathbf n$. In both cases $R$ maps the plane perpendicular to $\mathbf n$ to itself, with determinant $+1$ in that plane, which makes it a rotation there. With the $z$ axis along $\mathbf n$,

$$
R=\begin{pmatrix}\cos\theta&-\sin\theta&0\\ \sin\theta&\cos\theta&0\\0&0&\pm1\end{pmatrix},
\qquad \operatorname{tr}R=2\cos\theta\pm1 .
$$

The trace does not depend on the choice of axes, so this value holds for any orientation of $\mathbf n$.

Now let $g$ act on a displaced molecule. If $R\mathbf r_a=\mathbf r_b$, the displacement found at atom $a$ is moved to atom $b$ and turned by $R$:

$$
(D(g)\mathbf u)_b=R\,\mathbf u_a .
$$

The $3n\times3n$ matrix $D(g)$ therefore consists of $3\times3$ blocks. The block in row $b$ and column $a$ is $R$ if $a$ is carried to $b$, and zero otherwise. An atom that moves to another site contributes an off-diagonal block, which does not enter the trace. An atom that stays in place contributes $R$ on the diagonal. If $N(g)$ atoms are unmoved,

$$
\chi_{\rm tot}(g)=N(g)\operatorname{tr}R=N(g)\,(2\cos\theta\pm1).
$$

This representation includes rigid motions of the whole molecule. A translation gives every atom the same displacement $\mathbf t$, and $g$ turns it into the translation $R\mathbf t$. Hence

$$
\chi_{\rm trans}(g)=\operatorname{tr}R=2\cos\theta\pm1 .
$$

A small rotation gives $\mathbf u_a=\boldsymbol\omega\times\mathbf r_a$. To transform it, take any three vectors and use the fact that $R$ multiplies a triple product by $\det R$ but preserves scalar products:

$$
[(R\mathbf a)\times(R\mathbf b)]\cdot R\mathbf c=\det R\,(\mathbf a\times\mathbf b)\cdot\mathbf c=\det R\,[R(\mathbf a\times\mathbf b)]\cdot R\mathbf c .
$$

Since $R\mathbf c$ is arbitrary, $(R\mathbf a)\times(R\mathbf b)=\det R\,R(\mathbf a\times\mathbf b)$. Multiplying by $\det R$ and using $(\det R)^2=1$, we find for the displacement carried to atom $b$

$$
R(\boldsymbol\omega\times\mathbf r_a)=(\det R\,R\boldsymbol\omega)\times\mathbf r_b .
$$

The result is again a rigid rotation, with $\boldsymbol\omega$ replaced by $\det R\,R\boldsymbol\omega$. Thus

$$
\chi_{\rm rot}(g)=\det R\,\operatorname{tr}R=1\pm2\cos\theta .
$$

The six rigid motions are linearly independent when the molecule is not linear. Indeed, if $\mathbf t+\boldsymbol\omega\times\mathbf r_a=0$ for every atom, subtracting two such equations gives $\boldsymbol\omega\times(\mathbf r_a-\mathbf r_b)=0$. Unless all atoms lie on one line, this requires $\boldsymbol\omega=0$, and then $\mathbf t=0$. In a linear molecule, rotation about the molecular axis displaces no atom. There are then only two rotations to remove, and the full $\chi_{\rm rot}$ above must not be subtracted.

For a molecule that is not linear, the vibrations are the displacements orthogonal to the six rigid motions in the mass-weighted scalar product $\sum_a m_a\mathbf u_a\cdot\mathbf v_a$. This product is unchanged by $D(g)$, because $R$ preserves scalar products and only atoms of equal mass are exchanged. Since the rigid motions are carried into one another, their orthogonal complement is also carried into itself. The traces on the two subspaces add up to the total trace, so

$$
\chi_{\rm vib}=\chi_{\rm tot}-\chi_{\rm trans}-\chi_{\rm rot}.
$$

For a non-linear molecule and a proper operation this equals $(N-2)(2\cos\theta+1)$. For an improper one the translational and rotational characters cancel, and $\chi_{\rm vib}=N(2\cos\theta-1)$.

For SF6, put sulfur at the origin and the fluorine atoms on the positive and negative $x$, $y$ and $z$ axes. The symmetry group $O_h$ has 48 operations in ten classes. The axes of $C_4$ and $C_2=C_4^2$ run along bonds, so these rotations fix sulfur and two fluorines. The axes of $C_3$ run through the centres of the octahedron's faces, and those of $C_2'$ bisect the angle between two bonds; both fix sulfur alone. A plane $\sigma_h$ contains four fluorines, such as the $xy$ plane. A plane $\sigma_d$ contains one F–S–F line and bisects the angle between the other two, so it contains two fluorines. Inversion and the operations $S_4$ and $S_6$ fix only sulfur. With $n_C$ the number of operations in a class, the characters are as follows.

| Class | $n_C$ | $\theta$ | $N$ | $\chi_{\rm trans}$ | $\chi_{\rm tot}$ | $\chi_{\rm rot}$ | $\chi_{\rm vib}$ |
|---|---:|---:|---:|---:|---:|---:|---:|
| $E$ | 1 | 0° | 7 | 3 | 21 | 3 | 15 |
| $C_3$ | 8 | 120° | 1 | 0 | 0 | 0 | 0 |
| $C_2'$ | 6 | 180° | 1 | −1 | −1 | −1 | 1 |
| $C_4$ | 6 | 90° | 3 | 1 | 3 | 1 | 1 |
| $C_2$ | 3 | 180° | 3 | −1 | −3 | −1 | −1 |
| $i$ | 1 | 180° | 1 | −3 | −3 | 3 | −3 |
| $S_4$ | 6 | 90° | 1 | −1 | −1 | 1 | −1 |
| $S_6$ | 8 | 60° | 1 | 0 | 0 | 0 | 0 |
| $\sigma_h$ | 3 | 0° | 5 | 1 | 5 | −1 | 5 |
| $\sigma_d$ | 6 | 0° | 3 | 1 | 3 | −1 | 3 |

For example, $\sigma_h$ leaves five atoms in place, and $2\cos0^\circ-1=1$, so $\chi_{\rm tot}=5$. Subtracting the translational value $1$ and the rotational value $-1$ leaves $5$.

To decompose $\chi_{\rm vib}$ we need the irreducible characters. Those of the 24 proper rotations can be constructed from simple actions. $A_1$ is the trivial representation. $A_2$ is the sign of the permutation that a rotation makes of the three coordinate lines, ignoring their directions. The permutation representation of those three lines contains one invariant vector, their sum; removing it leaves $E$, whose character is the number of unmoved lines minus one. An ordinary vector gives $T_1$, and multiplication of its character by that of $A_2$ gives $T_2$.

| | $E$ | $8C_3$ | $6C_2'$ | $6C_4$ | $3C_2$ |
|---|---:|---:|---:|---:|---:|
| $A_1$ | 1 | 1 | 1 | 1 | 1 |
| $A_2$ | 1 | 1 | −1 | −1 | 1 |
| $E$ | 2 | −1 | 0 | 0 | 2 |
| $T_1$ | 3 | 0 | −1 | 1 | −1 |
| $T_2$ | 3 | 0 | 1 | −1 | −1 |

The standard orthogonality theorem states that irreducible characters are orthonormal when their products are averaged over the group, and that a character with unit average square is irreducible. Each row passes this criterion; for $T_1$ the sum of squares is $9+0+6+6+3=24$. The squared dimensions add to $1+1+4+9+9=24$, the order of the rotation group, so the list is complete.

Inversion commutes with every rotation, and its square is the identity. Each representation therefore has an even form, labelled $g$, and an odd form, labelled $u$. For a rotation $C$ the character of $iC$ is $+\chi(C)$ in the even form and $-\chi(C)$ in the odd form. The products are $iC_3=S_6$, $iC_2'=\sigma_d$, $iC_4=S_4$ and $iC_2=\sigma_h$, understood as relations between classes.

If $\chi_{\rm vib}=\sum_j m_j\chi_j$, multiplying by $\chi_i$ and averaging over the group selects $m_i$. All characters here are real, so

$$
m_i=\frac1{48}\sum_C n_C\,\chi_i(C)\,\chi_{\rm vib}(C).
$$

For $T_{1u}$, taking the ten classes in the order of the first table,

$$
m(T_{1u})=\frac{45+0-6+6+3+9+6+0+15+18}{48}=\frac{96}{48}=2 .
$$

The remaining sums shorten if each rotation is paired with its product with inversion. For even representations we need $\chi_{\rm vib}(C)+\chi_{\rm vib}(iC)$. For $E,C_3,C_2',C_4,C_2$ these sums are $12,0,4,0,4$. Including the class sizes,

$$
m_g=\frac{12\chi(E)+24\chi(C_2')+12\chi(C_2)}{48}
=\frac{\chi(E)+2\chi(C_2')+\chi(C_2)}4 .
$$

Insertion of the characters gives

$$
\begin{aligned}
m(A_{1g})&=(1+2+1)/4=1, & m(A_{2g})&=(1-2+1)/4=0,\\
m(E_g)&=(2+0+2)/4=1, & m(T_{1g})&=(3-2-1)/4=0,\\
m(T_{2g})&=(3+2-1)/4=1. &&
\end{aligned}
$$

For odd representations we need the differences $\chi_{\rm vib}(C)-\chi_{\rm vib}(iC)$, which are $18,0,-2,2,-6$. Therefore

$$
m_u=\frac{18\chi(E)-12\chi(C_2')+12\chi(C_4)-18\chi(C_2)}{48}
=\frac{3\chi(E)-2\chi(C_2')+2\chi(C_4)-3\chi(C_2)}8,
$$

and hence

$$
\begin{aligned}
m(A_{1u})&=(3-2+2-3)/8=0, & m(A_{2u})&=(3+2-2-3)/8=0,\\
m(E_u)&=(6-0+0-6)/8=0, & m(T_{1u})&=(9+2+2+3)/8=2,\\
m(T_{2u})&=(9-2-2+3)/8=1. &&
\end{aligned}
$$

The vibrational representation is thus

$$
\boxed{\Gamma_{\rm vib}=A_{1g}+E_g+T_{2g}+2T_{1u}+T_{2u}} .
$$

Its dimension is $1+2+3+6+3=15=3\cdot7-6$. Translations form $T_{1u}$, since they transform as a vector. Rotations form $T_{1g}$, since an axial vector is unchanged by inversion. Restoring them gives the full displacement representation $A_{1g}+E_g+T_{1g}+T_{2g}+3T_{1u}+T_{2u}$.

These symmetries organize the harmonic frequencies because the potential energy is unchanged by every $D(g)$. The kinetic energy is unchanged as well, since $D(g)$ preserves the mass-weighted scalar product, so the equations of motion keep their form and each $D(g)$ carries a normal mode into a normal mode of the same frequency. The modes of one frequency therefore span a subspace that the group carries into itself. Such a subspace is made up of complete irreducible sets, and all members of one set share that frequency. There are consequently six distinct fundamental frequencies, apart from accidental coincidences: one each for $A_{1g}$, $E_g$, $T_{2g}$ and $T_{2u}$, and two for $T_{1u}$. Symmetry alone does not fix their values or their order.

The six changes in S–F bond length can be classified separately. They are permuted by the operations, so their character is the number of unmoved fluorines, $N-1$. For $E,C_3,C_2',C_4,C_2$ its values are $6,0,0,2,2$, and for the corresponding products with inversion they are $0,0,2,0,4$. The same pairing gives

$$
\begin{aligned}
m_g&=[6\chi(E)+12\chi(C_2')+12\chi(C_4)+18\chi(C_2)]/48,\\
m_u&=[6\chi(E)-12\chi(C_2')+12\chi(C_4)-6\chi(C_2)]/48 .
\end{aligned}
$$

The nonzero results are $m(A_{1g})=48/48$, $m(E_g)=(12+36)/48$ and $m(T_{1u})=(18+12+12+6)/48$, each equal to one. Their dimensions already add to six, so the stretches form $A_{1g}+E_g+T_{1u}$. The bends, which leave all bond lengths unchanged to first order, form the remainder $T_{2g}+T_{1u}+T_{2u}$. Because $T_{1u}$ occurs in both sets, its two normal modes are in general mixtures of stretching and bending.

The same labels give the selection rules for fundamentals. In the electric-dipole approximation, and with the dipole moment expanded to first order in the displacements, infrared absorption requires a mode that transforms like a vector. This allows the two $T_{1u}$ modes. Ordinary Raman scattering requires a mode that transforms like a component of the symmetric polarizability tensor. Its components behave as $x^2+y^2+z^2$ ($A_{1g}$), the pair $2z^2-x^2-y^2$ and $x^2-y^2$ ($E_g$), and $xy,yz,zx$ ($T_{2g}$). The $T_{2u}$ fundamental is forbidden in both at this order.

A ball-and-spring model of an octahedral XY6 molecule shows the pattern in actual motion. Let the ligand mass be $m$, the central mass $M=2m$, the bond spring constant $k$, and the spring constant between neighbouring ligands $q=0.2k$. All springs are unstretched at equilibrium, so the potential to second order contains only squares of first-order length changes. These parameters are not fitted to SF6. The model reproduces the symmetry labels and degeneracies, but the values and the order of its frequencies depend on $q/k$ and $M/m$ and are not predictions for the molecule.

Take the bond length as the unit of length. The length change between neighbouring ligands $a$ and $b$ is $(\mathbf u_a-\mathbf u_b)\cdot(\mathbf r_a-\mathbf r_b)/\sqrt2$. An irreducible representation that occurs once has its displacement pattern fixed by symmetry, so equating the coefficients of the potential and kinetic energies gives $\omega^2$ directly.

In the $A_{1g}$ breathing mode each ligand moves outward by $s$. The six bonds lengthen by $s$ and the twelve ligand pairs by $\sqrt2\,s$, so $2V=6ks^2+24qs^2$, while twice the kinetic energy is $6m\dot s^2$. Hence $\omega^2=(k+4q)/m=1.8\,k/m$.

For one $E_g$ mode, the ligands on the $z$ axis move outward by $2s$ and the other four inward by $s$. The squared bond changes sum to $12s^2$. The eight pairs that include a $z$ ligand contribute $8\cdot s^2/2=4s^2$, and the other four contribute $4\cdot2s^2=8s^2$. Twice the kinetic energy is $12m\dot s^2$, giving $\omega^2=(k+q)/m=1.2\,k/m$.

For one $T_{2g}$ mode, the ligands at $\pm x$ move by $\pm s$ along $y$, and those at $\pm y$ by $\pm s$ along $x$. Four pairs change length by $\sqrt2\,s$ in magnitude, and no bond changes. From $2V=8qs^2$ and the kinetic coefficient $4m$, $\omega^2=2q/m=0.4\,k/m$.

For one $T_{2u}$ mode, the two ligands on the $x$ axis move by $s$ along $z$ and the two on the $y$ axis by $-s$. Eight pairs change length by $s/\sqrt2$ in magnitude, so $2V=4qs^2$. The kinetic coefficient is again $4m$, and $\omega^2=q/m=0.2\,k/m$.

For $T_{1u}$ motion along $z$, let the two axial ligands move by $a$, the four equatorial ligands by $b$ and the centre by $c$. Then $2V=2k(a-c)^2+4q(a-b)^2$, and the equations of motion are

$$
m\omega^2a=k(a-c)+2q(a-b),\quad m\omega^2b=-q(a-b),\quad M\omega^2c=-2k(a-c).
$$

Set $p=a-c$ and $d=a-b$, which vanish for a translation. Dividing by the masses and subtracting the third and the second equation in turn from the first gives

$$
\omega^2\begin{pmatrix}p\\d\end{pmatrix}=
\begin{pmatrix}k/m+2k/M&2q/m\\k/m&3q/m\end{pmatrix}
\begin{pmatrix}p\\d\end{pmatrix}.
$$

The two squared frequencies have sum $(k+3q)/m+2k/M=2.6\,k/m$. Their product is $kq(M+6m)/(m^2M)=0.8\,(k/m)^2$. Thus $\omega^2=(1.3\pm\sqrt{1.3^2-0.8})\,k/m$, or $2.2434\,k/m$ and $0.3566\,k/m$.

Numerical diagonalization of the full 21-dimensional problem tests these values and identifies each eigenspace by its own character, without using the subtraction. It finds six zero-frequency rigid motions and the vibrational symmetries derived above. If $q\to0$, the $T_{2g}$, $T_{2u}$ and lower $T_{1u}$ frequencies vanish, because bond springs alone do not resist bending. Those nine motions keep their symmetry labels even though the model then supplies no harmonic restoring force for them.

## Numbers as computed

```
Atoms: 7; displacements: 21; group order: 48
Class, size, theta (degrees), unmoved atoms, then characters:
class    size theta  N  tr_R total trans  rot  vib
E           1     0  7     3    21     3     3    15
C3          8   120  1     0     0     0     0     0
C2'         6   180  1    -1    -1    -1    -1     1
C4          6    90  3     1     3     1     1     1
C2          3   180  3    -1    -3    -1    -1    -1
i           1   180  1    -3    -3    -3     3    -3
S4          6    90  1    -1    -1    -1     1    -1
S6          8    60  1     0     0     0     0     0
sigma_h     3     0  5     1     5     1    -1     5
sigma_d     6     0  3     1     3     1    -1     3
Irreducible characters, classes in the same order:
A1g    1   1   1   1   1   1   1   1   1   1
A2g    1   1  -1  -1   1   1  -1   1   1  -1
Eg     2  -1   0   0   2   2   0  -1   2   0
T1g    3   0  -1   1  -1   3   1   0  -1  -1
T2g    3   0   1  -1  -1   3  -1   0  -1   1
A1u    1   1   1   1   1  -1  -1  -1  -1  -1
A2u    1   1  -1  -1   1  -1   1  -1  -1   1
Eu     2  -1   0   0   2  -2   0   1  -2   0
T1u    3   0  -1   1  -1  -3  -1   0   1   1
T2u    3   0   1  -1  -1  -3   1   0   1  -1
Class terms size*chi_irrep*chi_vib, their sum, and multiplicity:
A1g    15    0    6    6   -3   -3   -6    0   15   18  sum  48  multiplicity 1
A2g    15    0   -6   -6   -3   -3    6    0   15  -18  sum   0  multiplicity 0
Eg     30    0    0    0   -6   -6    0    0   30    0  sum  48  multiplicity 1
T1g    45    0   -6    6    3   -9   -6    0  -15  -18  sum   0  multiplicity 0
T2g    45    0    6   -6    3   -9    6    0  -15   18  sum  48  multiplicity 1
A1u    15    0    6    6   -3    3    6    0  -15  -18  sum   0  multiplicity 0
A2u    15    0   -6   -6   -3    3   -6    0  -15   18  sum   0  multiplicity 0
Eu     30    0    0    0   -6    6    0    0  -30    0  sum   0  multiplicity 0
T1u    45    0   -6    6    3    9    6    0   15   18  sum  96  multiplicity 2
T2u    45    0    6   -6    3    9   -6    0   15  -18  sum  48  multiplicity 1
Total: A1g + Eg + T1g + T2g + 3T1u + T2u
Translations: T1u
Rotations: T1g
Vibrations: A1g + Eg + T2g + 2T1u + T2u
Number of vibrations: 15
Bond stretches: A1g + Eg + T1u
Bends: T2g + T1u + T2u
Symmetric polarizability: A1g + Eg + T2g
Spring model: M/m = 2.0, ligand spring/bond spring = 0.2
Squared angular frequency (k/m), degeneracy, symmetry:
  0.0000   6  T1g + T1u
  0.2000   3  T2u
  0.3566   3  T1u
  0.4000   3  T2g
  1.2000   2  Eg
  1.8000   1  A1g
  2.2434   3  T1u
T1u pair: sum 2.6000 k/m, product 0.8000 (k/m)^2
```
